Load-proportional contact area of a rough polishing pad, derived two ways

## First half: single contacts and the sum over heights

**Definitions and conventions**

A polishing pad of nominal area A₀ is pressed against a smooth, rigid, flat wafer. The pad surface carries η asperities per unit nominal area. Every asperity has a spherical tip of radius R. Its summit height z is measured from a common origin plane, towards the wafer, and z ≥ 0. The heights are distributed with the density

φ(z) = exp(−z/s)/s.

The length s is both the mean height and the decay length of the distribution. The wafer lies at separation d from the origin plane. An asperity touches if z > d, and its compression is then

δ = z − d.

The nominal pressure p is the load carried by the asperities divided by A₀. The real contact area A_r is the sum of all contact areas. Compressive pressures are counted positive. The pad material has Young modulus E, Poisson ratio ν and shear modulus G = E/[2(1+ν)], and the contact modulus is

E* = E/(1 − ν²).

The contacts are elastic, frictionless, free of adhesion and independent of each other. Each contact is small compared with R, and sums over many asperities are replaced by averages. Under these assumptions the result to be derived is

A_r/A₀ = √π (R/s)^(1/2) p/E*, for d ≥ 0. (1)

The restriction d ≥ 0 sets an upper limit on the pressure, found below.

**A point load on an elastic half-space**

Because the contact is small, the tip deforms like a half-space. Let ζ ≥ 0 be the depth below its surface, x and y the lateral coordinates, r² = x² + y² and ρ² = r² + ζ². A force F acts at the origin in the direction of increasing ζ. Two functions describe the displacement:

χ = 1/ρ,  ψ = ln(ρ + ζ).

Away from the origin χ is harmonic. The derivatives of ψ are ∂ψ/∂ζ = 1/ρ = χ and ∂ψ/∂x = x/[ρ(ρ+ζ)], and similarly for y. The lateral part of its Laplacian is

2/[ρ(ρ+ζ)] − r²(2ρ+ζ)/[ρ³(ρ+ζ)²].

With r² = (ρ−ζ)(ρ+ζ) this becomes

[2ρ² − (ρ−ζ)(2ρ+ζ)]/[ρ³(ρ+ζ)] = ζ(ρ+ζ)/[ρ³(ρ+ζ)] = ζ/ρ³.

The remaining part is ∂χ/∂ζ = −ζ/ρ³, so ψ is harmonic too.

The proposed displacement is u = F v/(4πG), with e the unit vector along ζ and

v = −ζ∇χ − (1−2ν)∇ψ + (3−4ν)χ e.

Hooke's law and force balance require (1−2ν)∇²v + ∇(∇·v) = 0. Since χ and ψ are harmonic,

∇·v = −∂χ/∂ζ + (3−4ν)∂χ/∂ζ = 2(1−2ν)∂χ/∂ζ,

∇²v = −2∇(∂χ/∂ζ).

The two terms of the balance cancel, so the field is in equilibrium.

The surface must be free of traction away from the load. The shear stress is proportional to ∂v_x/∂ζ + ∂v_ζ/∂x. The components are v_x = −ζ∂χ/∂x − (1−2ν)∂ψ/∂x and v_ζ = −ζ∂χ/∂ζ + 2(1−ν)χ. Hence

∂v_x/∂ζ + ∂v_ζ/∂x = −2ζ ∂²χ/∂x∂ζ + [−1 − (1−2ν) + 2(1−ν)]∂χ/∂x.

The bracket is zero and the first term vanishes at ζ = 0. The normal stress is

σ_ζζ = 2G[∂u_ζ/∂ζ + ν(∇·u)/(1−2ν)]

= (F/2π)[(1−2ν)∂χ/∂ζ − ζ∂²χ/∂ζ² + 2ν∂χ/∂ζ]

= (F/2π)[−ζ/ρ³ + ζ/ρ³ − 3ζ³/ρ⁵]

= −3Fζ³/(2πρ⁵). (2)

It also vanishes on the surface for r > 0. The force through a plane at depth ζ follows with r dr = ρ dρ:

∫ 2πr |σ_ζζ| dr = 3Fζ³ ∫ρ⁻⁴ dρ = F,

where ρ runs from ζ to infinity. The field therefore carries the right load. At ζ = 0 its normal displacement is

u_ζ = F(1−ν)/(2πGr) = F(1−ν²)/(πEr) = F/(πE*r). (3)

**One spherical contact**

Near its summit the unloaded tip lies r²/(2R) below the summit plane, to leading order in r/R. The wafer pushes the summit in by δ, so inside a contact of radius a the surface displacement must be

u(r) = δ − r²/(2R). (4)

Consider the pressure P(r) = p₀√(1 − r²/a²) for r < a, and zero outside. Its displacement is obtained by adding contributions (3). Take polar coordinates t and θ about the field point. The area element t dt dθ cancels the distance t in the denominator of (3). A source point has squared distance r² + 2rt cos θ + t² from the contact centre. With β = r cos θ the pressure along a line through the field point is therefore

P = (p₀/a)√[c² − (t+β)²],  c² = a² − r² sin²θ.

Letting t run over the whole chord, in both directions, restricts θ to the interval from 0 to π. The integral of the square root along the chord is the area of a half disc of radius c, namely πc²/2. Thus

u(r) = [p₀/(πE*a)] ∫₀^π (π/2)(a² − r² sin²θ) dθ

= πp₀(2a² − r²)/(4aE*). (5)

Equations (4) and (5) agree if the coefficients of r² and the constants match:

πp₀/(4aE*) = 1/(2R), so p₀ = 2E*a/(πR),

πp₀a/(2E*) = δ, so a² = Rδ. (6)

The surfaces must also stay apart outside the contact. For r > a, a line from the field point crosses the loaded disc if |sin θ| < a/r, and u(r) is the integral of (p₀/2aE*)(a² − r² sin²θ) over those angles near θ = 0. Extending that integral to −π/2 < θ < π/2 would reproduce δ − r²/(2R). The added range has a negative integrand, so the true u(r) is larger than δ − r²/(2R), and a gap remains.

The contact area is πa² = πRδ. For the load, set w = 1 − r²/a², which gives r dr = −a² dw/2:

f = ∫₀^a 2πr P dr = πa²p₀ ∫₀¹ √w dw = (2/3)πa²p₀.

Inserting p₀ and a gives

f = 4E*a³/(3R) = (4/3)E*R^(1/2)δ^(3/2). (7)

For one contact, area therefore grows as load to the power 2/3. Proportionality has to come from the population of contacts.

**First derivation: add all heights at a fixed separation**

Let d ≥ 0. With z = d + δ the exponential factorizes:

φ(d+δ) = exp(−d/s) exp(−δ/s)/s. (8)

The number of contacts per unit nominal area is

n = η ∫₀^∞ φ(d+δ) dδ = η exp(−d/s). (9)

The area fraction is the sum of πRδ over the same heights. With t = δ/s,

A_r/A₀ = πηRs exp(−d/s) ∫₀^∞ t exp(−t) dt = πηRs exp(−d/s), (10)

because the integral equals 1 by one integration by parts. The load per unit nominal area is

p = (4/3)E*ηR^(1/2)s^(3/2) exp(−d/s) J,  J = ∫₀^∞ t^(3/2) exp(−t) dt.

Two integrations by parts, whose boundary terms vanish, give

J = (3/2)(1/2) ∫₀^∞ t^(−1/2) exp(−t) dt.

The substitution t = v² turns the last integral into 2∫₀^∞ exp(−v²) dv = √π. Hence J = 3√π/4, and the factor 4/3 cancels:

p = √π E*ηR^(1/2)s^(3/2) exp(−d/s). (11)

Dividing (10) by (11) removes both η and the separation:

(A_r/A₀)/p = πRs/[√π E*R^(1/2)s^(3/2)] = √π (R/s)^(1/2)/E*.

This is (1). Dividing (10) and (11) by (9) shows its meaning. The mean contact area is πRs and the mean contact load is √πE*R^(1/2)s^(3/2). Neither depends on d. A larger pressure brings more asperities into contact. Those already touching grow, while new small contacts join them, and the averages stay the same. The mean real pressure is the ratio of these two averages,

p_real = E*√[s/(πR)].

**The limit of proportionality**

At d = 0 all asperities touch. Equation (11) then gives the saturation pressure

p_sat = √π E*ηR^(1/2)s^(3/2), (12)

and for lower pressures

d = s ln(p_sat/p). (13)

For d < 0 no new asperities are available, and the existing contacts all grow. When |d| is much larger than s, every compression is close to |d|. The area then grows as |d| and the load as |d|^(3/2), so area grows as p^(2/3), as for a single contact. Within the same contact model, the ratio of area to load has already fallen to 0.866 of the value in (1) at d = −s.

**Numbers for a pad in chemical-mechanical polishing**

Round parameters in the rough range of a wet polyurethane pad are E = 100 MPa, ν = 0.4, R = 50 µm, s = 3 µm, η = 200 mm⁻² and p = 20 kPa. The contact modulus is

E* = 100 MPa/(1 − 0.16) = 119 MPa.

The coefficient in (1) is

√(π × 50/3)/(119.05 MPa) = 0.0608 MPa⁻¹.

At 0.020 MPa the area fraction is 0.0608 × 0.020 = 0.00122, or 0.122 %. The saturation pressure from (12) is 1.55 MPa, so the working pressure is 1.3 % of it, well inside the range of the law. Equation (13) gives

d = 3 µm × ln(1.551/0.020) = 13.1 µm.

There are 200 × 0.0129 = 2.58 contacts per mm². Their mean area is π × 50 × 3 = 471 µm² and their mean load is 7.75 mN, which corresponds to a real pressure of 16.5 MPa.

Solving the load integral numerically for d, without using (11), gives area fractions of 0.0608, 0.1216 and 0.2431 % at 10, 20 and 40 kPa. Each doubling of pressure lowers d by s ln 2 = 2.08 µm and doubles the number of contacts. With 2.58 contacts per mm², the averages describe regions of many square millimetres; a single square millimetre can depart strongly from them.

## Second half: the approaching wafer, and what each route assumes

**Symbols and results carried over**

The pad has η spherical asperities per unit area, with tip radius R and height density φ(z) = exp(−z/s)/s for z ≥ 0. The wafer is at separation d ≥ 0, the compression of a touching asperity is δ = z − d, and the density of contacts is n = η exp(−d/s). The contact modulus is E* = E/(1−ν²). A point load F displaces the surface by F/(πE*r) at distance r. A contact has radius a = √(Rδ), area πRδ, peak pressure p₀ = 2E*a/(πR) and load f = (4/3)E*R^(1/2)δ^(3/2). The first derivation summed area and load over heights and gave A_r/A₀ = √π(R/s)^(1/2)p/E*. The example has E* = 119 MPa, R = 50 µm, s = 3 µm, p = 20 kPa, d = 13.05 µm and an area fraction of 0.122 %.

**Stiffness of one contact**

The second derivation follows the wafer as it approaches. It uses the stiffness of a contact, obtained here without the load law f.

Inside a contact the displacement is δ − r²/(2R). When δ grows by dδ, every point already in contact moves by the same amount dδ. The newly touched ring has an area proportional to da and a pressure that vanishes at the edge, so its load is of higher than first order. The added pressure is therefore one that displaces a disc of radius a uniformly. Consider

q(r) = q₀a/√(a² − r²).

In polar coordinates about a field point, the chord at angle θ has half-length c, and the distance along it from its midpoint is τ. The denominator of q is then √(c² − τ²), and

∫ dτ/√(c² − τ²) = π

over the chord, whatever its length. Adding the point-load displacements over 0 < θ < π gives

u = [1/(πE*)] × π × πq₀a = πq₀a/E*,

which is indeed uniform. No other pressure on the disc has this property. The difference of two such pressures would cause no displacement where it acts, would do no work, and would store no elastic energy, so it must vanish. With w = 1 − r²/a², the load is

∫₀^a 2πr q dr = πa²q₀ ∫₀¹ w^(−1/2) dw = 2πa²q₀.

The stiffness is load divided by displacement:

k = 2πa²q₀ × E*/(πq₀a) = 2E*a. (14)

**Second derivation: follow the approach**

Let the wafer advance by dh = −dd. Each existing contact gains the area πR dh and the load k dh. In the same step ηφ(d) dh new contacts appear. They start with zero area and zero load, so their contribution is of second order or smaller. To first order,

d(A_r/A₀) = nπR dh, (15)

dp = n⟨k⟩ dh, (16)

where the angle brackets denote an average over touching asperities. These two equations hold for any smooth height distribution.

The exponential enters twice. First, the number of contacts grows at a rate proportional to itself:

dn = ηφ(d) dh = (n/s) dh. (17)

Second, the distribution of compressions among touching asperities is

ηφ(d+δ)/n = exp(−δ/s)/s, (18)

which does not contain d. The mean stiffness ⟨k⟩ is therefore constant during the approach. Replacing dh by s dn/n in (15) and (16) gives

d(A_r/A₀) = πRs dn,  dp = s⟨k⟩ dn.

Both coefficients are constant. Area, load and n all vanish when the wafer is far away, so integration from that state gives

A_r/A₀ = πRs n,  p = s⟨k⟩n. (19)

Area and load are thus proportional before the mean stiffness has been evaluated. To find it, set δ = sv² in the average of a = √(Rδ):

⟨a⟩ = √(Rs) ∫₀^∞ 2v² exp(−v²) dv = √(Rs) ∫₀^∞ exp(−v²) dv = (1/2)√(πRs).

The second step is an integration by parts. From (14), ⟨k⟩ = E*√(πRs), and the ratio of the two equations (19) is

(A_r/A₀)/p = πR/⟨k⟩ = πR/[E*√(πRs)] = √π (R/s)^(1/2)/E*.

This is the first result again. Equations (16) and (19) also give the stiffness of the asperity layer, not counting the compression of the pad beneath it,

dp/dh = n⟨k⟩ = p/s.

It is proportional to pressure and contains neither E* nor R at fixed p. For the example it is 20 kPa/3 µm = 6.7 kPa/µm.

**What each derivation assumes**

Both routes use a rigid smooth wafer, equal tip radii, independent elastic contacts, a² = Rδ, and an exponential distribution at all heights above d. The lower part of the distribution does not matter while d stays above it. A real pad has a tallest asperity, so the exponential must extend well above d, by about five s or more. If the heights stop at a sharp cut-off, the area per unit load exceeds (1) by 7 % when the cut-off lies 4.1 s above d and by 18 % when it lies 2.8 s above d, although many summits still touch.

The first route needs the full load law f(δ), but no history. It evaluates one state at one separation. The same integrals can be written for any height distribution, although d then generally remains in the ratio.

The second route needs the stiffness of a contact and a continuous approach from zero load. It also needs contacts that begin with zero area and zero load. If contacts formed with a sudden finite area or force, (15) and (16) would need extra terms for the new contacts. The first route would absorb such a jump into its single-contact laws. In return, the second route separates the origin of proportionality, equations (17) and (18), from the elastic calculation, which fixes the coefficient.

The first route gives a general statement. Let a contact have any area law g(δ) and load law f(δ) with finite, nonzero averages. By (18) the averages do not depend on d, so

(A_r/A₀)/p = ⟨g⟩/⟨f⟩

is constant. Hertz contact sets the value of this constant. For plastic contacts the statement applies to first loading, when present compression fixes the state of the contact.

If, in addition, material removal per unit real area is constant at fixed sliding speed, the removal rate is linear in pressure. That is a separate assumption about the polishing process.

**Yield of the tips**

On the axis of a contact the two lateral stresses are equal, and yield begins there when the difference between axial and lateral stress reaches the yield stress. For a point load, the axial stress is −3Fζ³/(2πρ⁵) at depth ζ, and the sum of the three normal stresses is

2G(1+ν)(∇·u)/(1−2ν) = −(1+ν)Fζ/(πρ³).

Axial stress minus mean lateral stress is 3/2 of the first minus 1/2 of the second. Integrating over the Hertz pressure, with T = ζ/a and lengths in units of a, gives

Δσ/p₀ = (1+ν)I₃ − (9/2)I₅,

I₃ = ∫₀¹ rT√(1−r²)/(r²+T²)^(3/2) dr = 1 − T arctan(1/T),

I₅ = ∫₀¹ rT³√(1−r²)/(r²+T²)^(5/2) dr = 1/[3(1+T²)].

Both integrals follow by integrating the power of r² + T² by parts and then setting w = √(1−r²). For ν = 0.4 the largest magnitude on the axis is 0.575 p₀, at a depth of 0.51a. Points off the axis were not searched.

With an assumed yield stress of 10 MPa, yield starts on the axis at p₀ = 10/0.575 = 17.4 MPa. Since p₀ = (2E*/π)√(δ/R), the corresponding compression is

δ_y = R[πp₀/(2E*)]² = 2.63 µm.

By (18) a fraction exp(−2.63/3) = 0.42 of contacts exceeds it, at every load with d ≥ 0. In the elastic calculation these contacts hold 78 % of the real area and carry 88 % of the load, and they are no longer purely elastic. Yield starts below the surface, however, where elastic material still encloses it, so the load and area of a contact need not change much at onset.

Two simple laws indicate the consequence. Both keep the area πRδ but cap the mean pressure in each contact. A cap at the mean pressure of yield onset, (2/3)p₀ = 11.6 MPa, raises the area at fixed load by a factor of 1.50. A cap at three times the yield stress raises it by 0.3 %. The first cap overstates the effect, because the mean pressure in a contact keeps rising after yield onset. The second leaves out the gradual softening before full plasticity. These are estimates, not bounds. Proportionality survives in both.

**Slurry pressure**

Slurry can carry part of the load. In a thin film of thickness h and viscosity μ, between a surface moving at speed U and one at rest, the flow per unit width is Uh/2 − h³(dp_f/dx)/(12μ). The first term is the drag of the moving surface, the second the parabolic flow driven by the fluid pressure p_f. Constant flow, written as Uh*/2, requires

dp_f/dx = 6μU(h − h*)/h³.

For a plane wedge of length L and smallest gap h_min, with zero excess pressure at both ends, the mean pressure is CμUL/h_min². The largest coefficient is C = 0.160, at an inlet gap 2.19 times the outlet gap. Taking μ = 1 mPa s, U = 1 m/s, a land of L = 2 mm between grooves and h_min = d gives

0.1602 × 10⁻³ × 1 × 2×10⁻³/(13.05×10⁻⁶)² Pa = 1.9 kPa.

This is 9.4 % of the nominal pressure. It sets a scale and is not an upper limit. Across such a wedge the gap widens by 15.5 µm, about five times s, so asperities near the inlet hardly touch. To carry the full nominal pressure the wafer must come closer than h_min = d, and the slurry share is then larger: at the same gap ratio, h_min falls to 9.6 µm and the share rises to 17.5 %. Whatever share the slurry carries, the real area falls by the same fraction. The sign depends on the tilt: the same wedge traversed in the diverging direction gives suction, which adds about a fifth to the asperity load and to the real area. Side flow and the obstruction by asperities are ignored.

**Elastic coupling between contacts**

Each contact also displaces its neighbours. The mean displacement is common to all and shifts d. The fluctuating part is estimated with contacts placed at random. A small area element dS holds a contact with probability n dS and adds n⟨f²⟩dS/(πE*r)² to the variance. Summing from the typical contact radius r₀ = √(Rs) = 12.2 µm to one pad thickness, L_p = 2 mm, gives

variance = 2n⟨f²⟩ ln(L_p/r₀)/(πE*²).

The outer limit is a choice. A rigid base under the pad suppresses distant displacements, and it already weakens them at distances below one pad thickness, which this half-space estimate ignores. The rms displacement is 0.35 µm, or 12 % of s.

If this shift is independent of an asperity's own height, it changes the density in the tail from φ(z) to φ(z) times a constant. The decay length s is unchanged, and so is the coefficient of the area law. Correlations between shift and height are left out of this argument.

**Smaller effects and the shape of the height distribution**

The elastic energy of a contact is ∫f dδ = (2/5)fδ. Its average over (18) is s⟨f⟩, because the average of δ^(5/2) is (5/2)s times that of δ^(3/2). With an assumed adhesion energy of 0.05 J/m², the mean surface energy is 0.1 % of this elastic energy. This ratio does not give the change in area, which can reach several per cent, because adhesion enlarges a contact at a given compression. At the edge of a contact with δ = s, the unloaded sphere lies 1.55 % farther below the summit plane than the parabola that replaces it. Most of the load sits in larger contacts: weighted by load, the mean compression is 2.5 s and the mean a/R is 0.37, so these contacts are not very small compared with R. Within linear half-space elasticity, a true spherical profile lowers the area per unit load by 2.5 %; finite strain is not included. A 20 % fall in modulus at fixed pressure raises the area from 0.122 to 0.152 %, as the factor 1/E* requires.

The height distribution matters more. Gaussian heights with the same standard deviation of 3 µm, at the same η, R, E* and pressure, give an area of 0.196 %, larger by a factor of 1.6. Doubling the pressure from 20 to 40 kPa then multiplies the area by 1.917, not 2. The local decay length of a Gaussian tail is −φ/φ′ = σ²/H at height H above the mean, where σ is the standard deviation. It increases as the wafer descends. If the tail is treated as locally exponential, the area per unit load varies as the inverse square root of this length, and therefore decreases with pressure. This gives the direction of the change but not its size, because the decay length also varies over the range of heights in contact.

**The model beside a real pad**

Tip radii of tens of micrometres, height scales of a few micrometres and pressures of tens of kilopascals are rough but reasonable for polyurethane pads. The modulus depends on the pad, its water content and its temperature. Real tips vary in radius and shape, and conditioning changes the upper tail of heights that carries the load. Gaussian heights with σ = s raise the area by a factor of 1.6, the largest correction sized here, but this factor depends on the choice of σ: it is 1.30 for σ = 5 µm, 1.07 for 8 µm and 0.89 for 12 µm. What matters most is the decay length at the heights in contact. Tip yield raises it by half only under the severe cap at yield onset, and by far less under the cap at three times the yield stress. Slurry pressure in a converging gap acts the other way, while suction in a diverging gap enlarges the area; the wedge estimate gives only its scale, which can be a tenth of the load or more. Abrasive particles held between the surfaces, friction and viscoelastic delay were not sized. The calculated 0.12 % is thus an order-of-magnitude value for such a pad. Proportionality is less sensitive than the coefficient to the single-contact law, provided that the upper tail is close to exponential and d remains positive. The numerical output below lists the values used.

Computed values

```
Young modulus of pad: 100 MPa
Poisson ratio of pad: 0.4
Contact modulus Estar: 119.05 MPa
Tip radius R: 50 um
Height decay length s: 3 um
Asperity density eta: 200 per mm^2
Nominal pressure p: 20 kPa
Area fraction per pressure: 0.06078 per MPa
Saturation pressure: 1.551 MPa
p / saturation pressure: 0.0129
At 10 kPa: d = 15.13 um, contacts = 1.290 per mm^2, area = 0.0608 %
At 20 kPa: d = 13.05 um, contacts = 2.580 per mm^2, area = 0.1216 %
At 40 kPa: d = 10.97 um, contacts = 5.159 per mm^2, area = 0.2431 %
Formula area at 20 kPa: 0.1216 %
Mean contact area: 471.2 um^2
Mean contact load: 7.753 mN
Mean real contact pressure: 16.45 MPa
Area/load relative to law at d = -s: 0.866
Assumed yield stress: 10 MPa
Largest axis stress difference / peak pressure: 0.575
Its depth / contact radius: 0.514
Peak pressure at yield onset: 17.38 MPa
Compression at yield onset: 2.63 um
Fraction of contacts past onset: 0.416
Area factor, mean pressure capped at onset: 1.497
Area factor, capped at 3 x yield stress: 1.0032
Slurry viscosity: 1 mPa s
Sliding speed: 1 m/s
Land length between grooves: 2 mm
Best wedge inlet/outlet gap ratio: 2.19
Best wedge mean pressure coefficient: 0.1602
Slurry pressure estimate: 1.88 kPa
Slurry share of nominal pressure: 0.094
Pad thickness: 2 mm
Rms neighbour displacement: 0.347 um
Rms neighbour displacement / s: 0.116
Gaussian heights, area at 20 kPa: 0.1964 %
Gaussian heights, area growth 20 to 40 kPa: 1.917
Area at 20 kPa, modulus down 20 %: 0.1520 %
Assumed adhesion energy: 0.05 J/m^2
Adhesion / elastic energy: 0.00101
Contact radius at delta = s: 12.25 um
Contact radius / tip radius: 0.245
Parabola error at that contact edge: 1.55 %
```
